# Why Entropy Proportional to Barrier Height Makes Arrhenius Lines Meet

Hydrogen in a disordered silicon film moves by thermally activated jumps, and different jumps have different barriers. Suppose that several such rates are measured between 400 and 500 K and drawn as $\ln k$ against $1/T$. If all jumps had the same prefactor, the lines would fan out from a point at $1/T=0$, and a higher barrier would mean a slower jump at every temperature. In a family that obeys the Meyer-Neldel rule, the steeper lines instead have larger prefactors, and the fan closes at a finite temperature. Two questions follow: what relation between entropy and energy does this require, and why should atoms obey it?

## What a common crossing requires

Write the rate of process $i$ as

$$k_i(T)=\nu_0\,e^{S_i/k_B}\,e^{-E_i/k_BT},$$

with a common attempt frequency $\nu_0$ and with activation energy $E_i$ and entropy $S_i$ independent of temperature. A factor shared by all processes, even one that depends on $T$, cancels when two rates are compared and cannot move a crossing.

Setting $k_i=k_j$ and taking logarithms gives

$$\frac{S_i-S_j}{k_B}=\frac{E_i-E_j}{k_BT}
\quad\Longrightarrow\quad
T_{ij}=\frac{E_i-E_j}{S_i-S_j}.$$

All pairs with different energies share one crossing temperature $T_{MN}$ if and only if every such quotient has the same value, that is, if

$$S_i=S_0+\frac{E_i}{T_{MN}} .$$

An entropy that merely increases with energy is therefore not enough; the increase must have a constant slope. Equal entropies put the crossing at $1/T=0$, and an entropy that falls with energy leaves none at positive temperature.

The activation free energy shows what happens at the crossing:

$$G_i=E_i-TS_i=E_i\left(1-\frac{T}{T_{MN}}\right)-TS_0 .$$

Heating lowers the free energy of a high barrier faster than that of a low one. At $T_{MN}$ the coefficient of $E_i$ vanishes and all processes have the same $G=-T_{MN}S_0$. This common value is zero only if $S_0=0$.

This is geometry. It does not say where a linear entropy comes from, and more than one mechanism could supply it. The following model supplies it from ordinary statistical mechanics.

## A barrier built from repeated units

Let a jump strain a common core, at a cost $E_c$, and also $n$ similar pieces of the surrounding network, at a cost $\varepsilon$ each. Each strained piece has $g$ vibrational modes that become softer at the saddle. Energy and entropy then grow together because both are sums over the same pieces.

Let $x$ be the dimensionless reaction coordinate, with the well at $x=0$ and the saddle at $x=1$, and let $u=\sin^2(\pi x/2)$. The potential energy is

$$V=E_cu+n\varepsilon u^2+\frac{\kappa(x)}{2}\sum_{j=1}^{ng}q_j^2,
\qquad
\kappa(x)=\kappa_0\left(\frac{\omega_\ddagger}{\omega_0}\right)^{2u^2}.$$

The bath coordinates $q_j$ have fixed masses, so their frequency, proportional to $\sqrt{\kappa}$, goes from $\omega_0$ in the well to $\omega_\ddagger$ at the saddle. At the saddle all $q_j=0$, and the barrier is $E_n=E_c+n\varepsilon$.

Classical transition-state theory assumes thermal equilibrium in the well and no recrossing of the saddle. The rate is then the mean forward velocity times the probability density at $x=1$. With $m$ the effective mass of $x$, the velocity factor is

$$\frac{\int_0^\infty v\,e^{-mv^2/2k_BT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2k_BT}dv}
=\frac{k_BT/m}{\sqrt{2\pi k_BT/m}}=\sqrt{\frac{k_BT}{2\pi m}} .$$

Integrating over each bath coordinate gives $\sqrt{2\pi k_BT/\kappa(x)}$, so all of them together give

$$Z_q(x)=\left[\frac{2\pi k_BT}{\kappa(x)}\right]^{ng/2}.$$

The rate through the saddle at $x=1$ is therefore

$$k_n=\sqrt{\frac{k_BT}{2\pi m}}\;
\frac{e^{-E_n/k_BT}Z_q(1)}{\int_{-1}^{1}e^{-(E_cu+n\varepsilon u^2)/k_BT}Z_q(x)\,dx}.$$

An equivalent exit at $x=-1$ would double the total escape rate of every process alike.

For barriers much larger than $k_BT$, the denominator comes from small $x$. There $u\simeq(\pi x/2)^2$, while the terms in $u^2$ are of order $x^4$ and do not affect the curvature. Defining $\nu_0$ by $m(2\pi\nu_0)^2=\pi^2E_c/2$, the well is $\frac12m(2\pi\nu_0)^2x^2$, and the denominator becomes

$$Z_q(0)\sqrt{\frac{2\pi k_BT}{m(2\pi\nu_0)^2}} .$$

The square roots combine to $2\pi\nu_0/2\pi=\nu_0$. The ratio of bath integrals is

$$\frac{Z_q(1)}{Z_q(0)}=\left[\frac{\kappa_0}{\kappa(1)}\right]^{ng/2}
=\left(\frac{\omega_0}{\omega_\ddagger}\right)^{ng}.$$

A soft mode explores a wider range of positions at the same temperature, so the saddle gains configurations relative to the well. The result is

$$k_n=\nu_0\left(\frac{\omega_0}{\omega_\ddagger}\right)^{ng}e^{-(E_c+n\varepsilon)/k_BT},
\qquad
S_n=n\,g\,k_B\ln\frac{\omega_0}{\omega_\ddagger}.$$

Eliminating $n=(E_n-E_c)/\varepsilon$ gives the linear law with

$$k_BT_{MN}=\frac{\varepsilon}{g\ln(\omega_0/\omega_\ddagger)},
\qquad S_0=-\frac{E_c}{T_{MN}} .$$

The crossing temperature is the energy cost per unit divided by the entropy gain per unit. At $T_{MN}$ an extra unit costs no free energy. The core cost remains, so the common rate is $\nu_0e^{-E_c/k_BT_{MN}}$. Stronger softening lowers $T_{MN}$; no softening sends it to infinity.

The saddle must also remain the bottleneck when entropy is included. Apart from a constant, the free energy along the path is

$$F(x)=E_cu+n\varepsilon u^2\left(1-\frac{T}{T_{MN}}\right).$$

Its derivative with respect to $u$ is positive for all $0\le u\le1$ as long as $T<T_{MN}[1+E_c/(2n\varepsilon)]$. The maximum then stays at $u=1$, even somewhat above the crossing.

## Numbers for a family of five jumps

Take $E_c=1.2$ eV, $\varepsilon=0.1$ eV, $g=3$, $\omega_\ddagger/\omega_0=0.5$, $\nu_0=10^{13}\ \mathrm{s^{-1}}$ and $n=0,\ldots,4$. The entropy per unit is $3\ln2=2.079\,k_B$, hence

$$k_BT_{MN}=\frac{0.1\ \mathrm{eV}}{2.079}=0.0481\ \mathrm{eV},
\qquad T_{MN}=558\ \mathrm{K}=285\ ^\circ\mathrm{C}.$$

The full integrals for $k_n$, evaluated numerically at five temperatures from 400 to 500 K and fitted by straight lines, also give 558 K for every pair. At $T_{MN}$ the integrals give $144\ \mathrm{s^{-1}}$ for all five processes, against $145.5\ \mathrm{s^{-1}}$ from the harmonic formula. The difference comes from the shape of the well. With $y=\pi x/2$, $\sin^2y\simeq y^2-y^4/3$, and the Gaussian average is $\langle y^4\rangle=3(k_BT/2E_c)^2$. To leading order, the well integral is thus enlarged by the relative amount

$$\frac{E_c}{3k_BT}\langle y^4\rangle=\frac{k_BT}{4E_c},$$

which is 1.0% at $T_{MN}$. It is the same for all $n$ there because the $n$-dependent part of $F(x)$ vanishes at every $x$.

Two changes to the model show what causes the crossing. With the energies kept and the softening removed, the fitted lines for $n=0$ and $n=4$ meet at $1/k_BT=0.04\ \mathrm{eV^{-1}}$, close to zero, instead of $20.8\ \mathrm{eV^{-1}}$. If instead the five processes have 0, 3, 7, 12 and 18 softened modes, entropy still rises with energy, but neighbouring lines cross at 558, 419, 335 and 279 K. There is no common point.

Below $T_{MN}$ the jump with the lowest barrier is the fastest. At 500 K the rates fall from 7.95 to $3.03\ \mathrm{s^{-1}}$ between $n=0$ and $n=4$. At 620 K they rise from 1740 to $3989\ \mathrm{s^{-1}}$: the entropy gain now outweighs the energy cost.

## What this does to lifetime extrapolation

Since $\ln k_n$ depends on the barrier through $-E_n(1/k_BT-1/k_BT_{MN})$, a standard deviation $\sigma_E$ of the barriers gives

$$\sigma_{\ln k}=\sigma_E\left|\frac1{k_BT}-\frac1{k_BT_{MN}}\right|
=\frac{\sigma_E}{k_BT_{MN}}\left|\frac{T_{MN}}{T}-1\right| .$$

Here $\sigma_E=0.1414$ eV. At a stress temperature of 500 K the spread is $0.1414\times20.79\times(558.1/500-1)=0.34$; at a use temperature of 358 K it is 1.64. Because this test is made close to $T_{MN}$, the processes look much more alike in it than they are in use. Above $T_{MN}$ the spread grows again, with the order of the rates reversed.

A single stress rate also misleads if its prefactor is assumed to be $\nu_0$. The inferred energy is

$$E_{app}=k_BT_s\ln\frac{\nu_0}{k(T_s)}=E-T_sS,$$

where $T_s$ is the stress temperature. Extrapolating to the use temperature $T_u$ with this energy gives

$$\ln\frac{k_{guess}(T_u)}{k(T_u)}
=\left(-\frac{E}{k_BT_u}+\frac{T_sS}{k_BT_u}\right)-\left(\frac{S}{k_B}-\frac{E}{k_BT_u}\right)
=\frac{S}{k_B}\left(\frac{T_s}{T_u}-1\right).$$

For $n=4$, $S=8.318\,k_B$, and the exponent is $8.318\,(500/358-1)=3.30$. The rate at use is overestimated 27 times, and the inferred barrier is 1.24 eV instead of 1.6 eV. If the jump causes damage, the predicted lifetime is too short; if it heals damage, the predicted recovery is too fast. Rates at several temperatures determine both $E$ and the prefactor within their fit errors, so that $\nu_0$ need not be assumed. The extrapolation still carries those fit errors, and it requires that the same process dominates, with a nearly straight Arrhenius line, down to the use temperature.

## Quantum vibrations move the crossing but keep it common

The classical bath integral assumes that vibrational quanta are small compared with $k_BT$. For a quantum mode, summing the geometric series over its levels gives

$$z(\omega)=\sum_{j=0}^{\infty}e^{-\hbar\omega(j+1/2)/k_BT}
=\frac{1}{2\sinh(\hbar\omega/2k_BT)} .$$

Keeping the reaction coordinate classical, and again neglecting anharmonicity in the well, the rates take the form

$$\ln k_n=c(T)+n\,w(T),\qquad
w(T)=-\frac{\varepsilon}{k_BT}+g\ln\frac{\sinh(\hbar\omega_0/2k_BT)}{\sinh(\hbar\omega_\ddagger/2k_BT)} .$$

The Arrhenius plots for $n\ge1$ are now curved, while that for $n=0$, which has no softened modes, stays straight. All of them still meet where $w(T)=0$. What preserves the common point is additivity, not straightness.

Because $\sinh a/a$ increases with $a$, the ratio of hyperbolic sines exceeds $\omega_0/\omega_\ddagger$. Thus $w$ is already positive at the classical $T_{MN}$. At low temperature it tends to $-[\varepsilon-g\hbar(\omega_0-\omega_\ddagger)/2]/k_BT$. For $\hbar\omega_0=0.04$ eV the bracket is $0.10-0.03=0.07$ eV, so $w$ is negative there and must vanish somewhere below the classical temperature. Numerically this happens at 540 K. Straight lines fitted between 400 and 500 K meet at 541 K. They too share one point, because a least-squares slope and intercept are linear in the values of $\ln k_n$ and therefore linear in $n$.

Tunnelling through the barrier can be sized by the leading Wigner factor $1+(h\nu_b/k_BT)^2/24$, valid while the correction is small. Near the saddle, with $x=1+\delta$ and all $q_j=0$,

$$E_cu+n\varepsilon u^2\simeq E_n-\frac{\pi^2}{4}(E_c+2n\varepsilon)\delta^2,
\qquad \nu_b=\nu_0\sqrt{1+\frac{2n\varepsilon}{E_c}} .$$

With this frequency the factor at 358 K is 1.075 for $n=0$ and 1.125 for $n=4$, and the crossing of these two lines would move from 558 to 557 K. This estimate leaves out the bath. Near the saddle $\kappa(x)\simeq\kappa(1)[1+\pi^2\delta^2\ln(\omega_0/\omega_\ddagger)]$, and the $ng$ modes hold a mean potential energy $ng\,k_BT/2$, so on average they add $+\frac{\pi^2}{2}n\varepsilon\,(T/T_{MN})\,\delta^2$. The averaged curvature is that of $F(x)$, with $\nu_b^2=\nu_0^2[1+2n\varepsilon(1-T/T_{MN})/E_c]$. The factor for $n=4$ at 358 K then drops to 1.09, and at $T_{MN}$ it is the same for all $n$, so to this order the crossing stays at 558 K. The motion along $x$ in the well is no more classical than the bath, since $h\nu_0=0.041$ eV. Quantising it multiplies the rate by $\sinh a/a$ with $a=h\nu_0/2k_BT$, about 1.08 at 358 K; in the harmonic limit this factor is shared by all processes and does not move the crossing. These small factors belong to the chosen parameters. If the moving mass is that of one hydrogen atom, $\nu_0=10^{13}\ \mathrm{s^{-1}}$ and $E_c=1.2$ eV imply a distance of 3.8 Å from well to saddle, which is long for a single jump. A shorter hydrogen jump over the same barrier has a larger $\nu_b$, and its tunnelling correction need not be small.

## When an apparent crossing proves nothing

Measurement error can create compensation where there is only one process. Let $y_l=\ln k(T_l)$ be measured at $\beta_l=1/k_BT_l$, with independent errors of standard deviation $\sigma$. A least-squares line passes through the mean point, so

$$\ln A=\bar y+E\bar\beta,
\qquad
E=-\frac{\sum_l(\beta_l-\bar\beta)y_l}{\sum_l(\beta_l-\bar\beta)^2},$$

where $A$ is the fitted prefactor. The errors of $\bar y$ and $E$ are uncorrelated, since their covariance is proportional to $\sum_l(\beta_l-\bar\beta)=0$. Repeated measurements of one process therefore scatter about a line of slope $\bar\beta$ in the plane of $\ln A$ and $E$. The false compensation temperature is $1/(k_B\bar\beta)$, the harmonic mean of the measuring temperatures.

For the five temperatures used here this mean is 447 K, and 20,000 simulated measurements of the $n=2$ process with $\sigma=0.3$ also gave 447 K. The error of $E$ is

$$\sigma_{fit}=\frac{\sigma}{\sqrt{\sum_l(\beta_l-\bar\beta)^2}}=0.065\ \mathrm{eV}.$$

In a large family with true spread $\sigma_E$, the true and false slopes mix in proportion to their variances:

$$\text{slope}=\frac{\sigma_E^2/(k_BT_{MN})+\sigma_{fit}^2\,\bar\beta}{\sigma_E^2+\sigma_{fit}^2} .$$

With $\sigma_E=0.1414$ eV this would put the apparent crossing near 535 K instead of 558 K. A crossing inside the measuring window, or barriers that differ by no more than their fit errors, is not by itself evidence for an entropy law.

## The model beside real silicon films

Barriers somewhat above 1 eV and compensation energies of some hundredths of an eV are rough typical values for hydrogenated amorphous silicon. The units and their softened modes are model choices, not a calculated structure. The halving of twelve modes for $n=4$ is a strong assumption: it raises the prefactor by $2^{12}$, to about $4\times10^{16}\ \mathrm{s^{-1}}$, far above a lattice vibration frequency. Real jumps do not occur in identical environments, so their entropies scatter about any linear law. One softened mode more or fewer in the $n=4$ jump alone changes its prefactor by a factor of two and moves its crossing with $n=0$ to 515 or 609 K. Heating towards the crossing can also rearrange the network and drive out hydrogen, which changes the processes being compared; the model does not size this. The meeting point is therefore best read as an extrapolated property of the rates in the measured window, and it need not be observable as a temperature at which the real rates coincide. The remaining rates and fitted values are in the numerical output.

## Computed results

```
core barrier EC = 1.20 eV; energy per unit = 0.10 eV
softened modes per unit = 3; frequency ratio ws/w0 = 0.5
attempt frequency = 1.0e+13 1/s
measuring temperatures = [400. 425. 450. 475. 500.] K
entropy per unit = 2.0794 kB
compensation energy kB*T_MN = 0.04809 eV
T_MN from formula = 558.1 K = 284.9 C
entropy intercept S0 = -24.953 kB
pair crossings from fitted rates = 558.02 to 558.02 K
common rate at T_MN, formula = 145.5 1/s
rates at T_MN, integrals = 144.0 to 144.0 1/s
n=0: fitted E = 1.1997 eV, fitted S = -0.017 kB, formula S = 0.000 kB
n=1: fitted E = 1.2996 eV, fitted S = 2.062 kB, formula S = 2.079 kB
n=2: fitted E = 1.3996 eV, fitted S = 4.140 kB, formula S = 4.159 kB
n=3: fitted E = 1.4995 eV, fitted S = 6.219 kB, formula S = 6.238 kB
n=4: fitted E = 1.5995 eV, fitted S = 8.297 kB, formula S = 8.318 kB
n=0: rate at 358 K = 1.271e-04, at 500 K = 7.952e+00, at 620 K = 1.740e+03 1/s
n=1: rate at 358 K = 3.977e-05, at 500 K = 6.248e+00, at 620 K = 2.141e+03 1/s
n=2: rate at 358 K = 1.245e-05, at 500 K = 4.909e+00, at 620 K = 2.634e+03 1/s
n=3: rate at 358 K = 3.897e-06, at 500 K = 3.857e+00, at 620 K = 3.242e+03 1/s
n=4: rate at 358 K = 1.220e-06, at 500 K = 3.030e+00, at 620 K = 3.989e+03 1/s
no softening: crossing at 1/(kB*T) = 0.0398 1/eV
with softening: 1/(kB*T_MN) = 20.794 1/eV
curved entropy: softened modes = [ 0  3  7 12 18]
curved entropy: neighbour crossings = [558.  418.5 334.8 278.9] K
standard deviation of barriers = 0.1414 eV
standard deviation of ln k at 358 K = 1.643
standard deviation of ln k at 500 K = 0.341
n=4: barrier inferred with bare prefactor = 1.2420 eV
n=4: rate at use overestimated by factor 26.9 (formula 27.1)
quantum of bath mode in well = 0.040 eV
quantum modes: true common crossing = 540.2 K
quantum modes: crossing of fitted lines = 540.9 K
Wigner factor at 358 K: n=0 1.075, n=4 1.125
crossing of n=0 and n=4 with Wigner factor = 556.7 K
crossing of n=0 and n=4, one mode more = 515.1 K
crossing of n=0 and n=4, one mode fewer = 608.7 K
noise in ln k = 0.3; error of fitted E = 0.0654 eV
false compensation temperature, simulated = 447.2 K
harmonic mean of measuring temperatures = 447.2 K
```
